# Pair-Mediated Dopant Diffusion under Point-Defect Supersaturation

**Q.** A substitutional dopant sits on a lattice site. Why should its diffusivity depend on how many self-interstitials or vacancies the crystal contains?

**A.** In the model I shall use, an isolated substitutional dopant A does not move. It moves after joining a self-interstitial I to form a mobile pair AI, or a vacancy V to form AV. When the pair dissociates, the dopant is substitutional again, usually somewhere else. More free defects mean more frequent pairing.

Let $C_A$ be the concentration of substitutional dopant, $C_I$ and $C_V$ those of free defects, and $C_{AI}$ and $C_{AV}$ those of pairs. An asterisk denotes point-defect equilibrium at the same temperature and Fermi level. The supersaturations are

$$s_I=\frac{C_I}{C_I^*},\qquad s_V=\frac{C_V}{C_V^*}.$$

A value below one is an undersaturation. I take dopant and defects to be dilute, and the Fermi level to be uniform and fixed. There is then no electric-field drift, and pair properties summed over charge states are constants. In a real crystal this needs the diffusing dopant to stay below the intrinsic carrier density at the anneal temperature, or below a uniform background doping. I also treat $s_I$ and $s_V$ as imposed from outside: the defects that pairs carry and release are taken to be too few to change them, which can fail at high dopant concentration. Clusters and reactions between two pairs are left out.

**Q.** More defects may give more pairs, but why in strict proportion?

**A.** Count configurations. Put $n$ defects on $M$ sites, of which $z$ adjoin one dopant. Let a defect on an adjoining site lower the energy by $E_b>0$. With no defect bound there are $\binom{M-z}{n}$ arrangements. With one bound there are $z\binom{M-z}{n-1}$, each weighted by $e^{E_b/k_BT}$. The ratio of probabilities is

$$\frac{P_1}{P_0}=z e^{E_b/k_BT}\frac{\binom{M-z}{n-1}}{\binom{M-z}{n}}
=z e^{E_b/k_BT}\frac{n}{M-z-n+1}.$$

For $n,z\ll M$ the last fraction is $n/M$, the defect concentration divided by the site density $N$. Therefore

$$\frac{C_{AI}}{C_A}=z e^{E_b/k_BT}\frac{C_I}{N}.$$

Internal states of the pair change the constant prefactor, not the proportionality to $C_I$. Dividing by the same equation at equilibrium removes the prefactor. The vacancy argument is identical, so for $j=I,V$

$$\frac{C_{Aj}}{C_A}=p_j s_j,\qquad p_j=\left(\frac{C_{Aj}}{C_A}\right)^*.$$

In a direct count, ten times as many defects raised the pair ratio by a factor of 10.03. The small excess over ten comes almost entirely from arrangements with more than one defect beside the dopant.

**Q.** That is an equilibrium count. During an anneal the dopant is diffusing, so the pairs cannot be in equilibrium everywhere.

**A.** They need only be in local equilibrium with the dopant and free defects around them. To see what this requires, let $D_j$ be the diffusivity of the pair $Aj$, not of the free defect, and $r_j$ its dissociation rate. Let $g_j$ be the rate at which one substitutional dopant forms such a pair. Then

$$\frac{\partial C_{Aj}}{\partial t}=D_j\nabla^2C_{Aj}+g_jC_A-r_jC_{Aj},$$

$$\frac{\partial C_A}{\partial t}=\sum_j(r_jC_{Aj}-g_jC_A).$$

Capture is proportional to the free-defect concentration, so $g_j=g_j^*s_j$. At equilibrium, formation balances dissociation: $g_j^*C_A^*=r_jC_{Aj}^*$, or $g_j^*=r_jp_j$. Hence $g_j=r_jp_js_j$.

If the profile varies over a length $L$, the diffusion term is of order $D_jC_{Aj}/L^2$. It is small beside $r_jC_{Aj}$ when

$$\lambda_j^2\equiv\frac{D_j}{r_j}\ll L^2.$$

If concentrations also change slowly compared with $1/r_j$, the two reaction terms nearly cancel, and $C_{Aj}=p_js_jC_A$ holds locally. The length $\lambda_j$ measures the pair's range: its mean-square displacement along one axis in a mean lifetime is $2D_j/r_j=2\lambda_j^2$.

**Q.** If the reaction terms cancel, what is left to move the dopant?

**A.** Transport of the pairs. Add the three rate equations. Every reaction removes a dopant from one species and adds it to another, so the reaction terms cancel in the sum, with no approximation:

$$\frac{\partial}{\partial t}(C_A+C_{AI}+C_{AV})=D_I\nabla^2C_{AI}+D_V\nabla^2C_{AV}.$$

Suppose pairs are rare, $\sum_jp_js_j\ll1$. They may then be neglected in the total on the left, but not on the right, where they carry all the transport. Inserting local equilibrium gives

$$\frac{\partial C_A}{\partial t}=\nabla^2(D_AC_A),\qquad D_A=D_Ip_Is_I+D_Vp_Vs_V.$$

For uniform supersaturations $D_A$ comes outside the Laplacian, leaving Fick's second law with diffusivity $D_A$.

**Q.** Where do fractional contributions come from?

**A.** Set $s_I=s_V=1$. The equilibrium diffusivity is

$$D_A^*=D_Ip_I+D_Vp_V.$$

Define each mechanism's share of this sum:

$$f_I=\frac{D_Ip_I}{D_A^*},\qquad f_V=\frac{D_Vp_V}{D_A^*}=1-f_I.$$

Substituting $D_Ip_I=f_ID_A^*$ and $D_Vp_V=f_VD_A^*$ gives

$$\boxed{\frac{D_A}{D_A^*}=f_I\frac{C_I}{C_I^*}+(1-f_I)\frac{C_V}{C_V^*}}.$$

At equilibrium the right side is one. If $f_I=1$, diffusion follows the interstitial supersaturation alone; if $f_I=0$, it follows the vacancy supersaturation alone.

**Q.** So $f_I$ is the fraction of pairs that contain an interstitial?

**A.** No, it is a fraction of equilibrium transport. Take a model dopant with $D_I=1000$ and $D_V=500\ \mathrm{nm^2/s}$, $p_I=8\times10^{-5}$ and $p_V=4\times10^{-5}$. These are round parameters, not data for a named material. Two thirds of the equilibrium pairs contain an interstitial, but

$$D_A^*=1000(8\times10^{-5})+500(4\times10^{-5})=0.08+0.02=0.10\ \mathrm{nm^2/s},$$

so $f_I=0.08/0.10=0.8$. The faster pair counts for more. Since $p_j$ and $D_j$ depend on temperature and Fermi level, $f_I$ generally does too.

**Q.** A vacancy beside a dopant can exchange places with it repeatedly. Does every exchange count as diffusion?

**A.** Repeated exchange with the same vacancy only moves the dopant back and forth between two sites. To carry the dopant farther than one jump, the same vacancy must also move around it between exchanges. $D_V$ is therefore the long-range diffusivity of the whole pair, with these correlated moves included, not the exchange rate times a squared jump length. In the diamond structure of silicon, the way round the dopant passes through a third-neighbour site. There the pair must include a vacancy on these more distant sites, not only one adjoining the dopant. This changes the constant $p_V$, not the proportionality to $C_V$.

**Q.** Show me that the formula survives when you do not impose local equilibrium.

**A.** Take $r_I=40$ and $r_V=125\ \mathrm{s^{-1}}$, so $\lambda_I=\sqrt{1000/40}=5$ nm and $\lambda_V=\sqrt{500/125}=2$ nm. Anneal a Gaussian profile of standard deviation 20 nm for 600 s at $s_I=10$, $s_V=0.1$. The formula gives

$$\frac{D_A}{D_A^*}=0.8(10)+0.2(0.1)=8.02,$$

or $D_A=0.802\ \mathrm{nm^2/s}=8.02\times10^{-15}\ \mathrm{cm^2/s}$. The predicted final variance is

$$\sigma^2=20^2+2(0.802)(600)=1362.4\ \mathrm{nm^2},$$

so $\sigma=36.9$ nm, against 22.8 nm after the same anneal at equilibrium.

The numerical solution of all three rate equations, starting with no pairs, also gives 36.9 nm. The ratio of diffusivities from the two anneals is 8.0145. The difference from 8.02 comes from the neglected pairs.

**Q.** Can you demonstrate that last remark?

**A.** Keep the pairs in the total. For uniform supersaturation $C_{\rm tot}=C_A(1+\sum_jp_js_j)$, so the diffusivity of all dopant is

$$D_{\rm tot}=\frac{\sum_jD_jp_js_j}{1+\sum_jp_js_j}.$$

The sum in the denominator is $1.2\times10^{-4}$ at equilibrium and $8.04\times10^{-4}$ in the supersaturated anneal. Thus

$$\frac{D_{\rm tot}}{D_{\rm tot}^*}=8.02\,\frac{1.00012}{1.000804}=8.0145.$$

If both $p_j$ were 1000 times larger, the correction would be serious: $8.02(1.12/1.804)=4.98$, as the numerical calculation confirms. When a large part of the dopant is already paired, extra defects cannot raise the mobile fraction in proportion.

**Q.** Your pairs travel several nanometres before dissociating. Does agreement in the variance prove that the profile is Gaussian?

**A.** No. Multiply the summed transport equation by $x^2$ and integrate by parts twice. With $N_j$ the total amount of pair $Aj$, $N_{\rm tot}$ that of all dopant, and the profile centred at zero,

$$\frac{d\sigma^2}{dt}=\frac{2\sum_jD_jN_j}{N_{\rm tot}}.$$

For uniform supersaturation, diffusion drops out of the equations for total amounts. After the initial pairing transient, $N_j/N_A=p_js_j$, whatever the pair range. The variance therefore grows at the rate $2D_{\rm tot}\simeq2D_A$ even when the shape is not Gaussian.

For the shape, consider a Fourier component of wave number $q$ decaying as $e^{-\omega t}$. The pair equation gives its amplitude

$$\hat C_{Aj}=\frac{r_jp_js_j}{r_j+D_jq^2-\omega}\hat C_A
\simeq\frac{p_js_j}{1+\lambda_j^2q^2}\hat C_A,$$

where $\omega\ll r_j$ because pairs are rare and the two dissociation rates are of similar size. The summed equation then yields

$$\omega\simeq q^2\sum_j\frac{D_jp_js_j}{1+\lambda_j^2q^2}.$$

Only for $q\lambda_j\ll1$ does this reduce to $D_Aq^2$. At $q=0.1\ \mathrm{nm^{-1}}$, where $q\lambda_I=0.5$, the computed decay rate is 0.80 of the simple value.

**Q.** What does this do to the annealed profile?

**A.** Expand the denominator to first order in $\lambda_j^2q^2$:

$$-\omega t=-D_Atq^2+tq^4\sum_jD_jp_js_j\lambda_j^2+\cdots.$$

The logarithm of the Fourier transform of a centred symmetric distribution is $-\kappa_2q^2/2+\kappa_4q^4/24+\cdots$, where $\kappa_2$ is the variance and $\kappa_4$ the fourth cumulant. Matching terms gives the contributions of the anneal,

$$\Delta\kappa_2=2D_At,\qquad \Delta\kappa_4=24t\sum_jD_jp_js_j\lambda_j^2.$$

The initial Gaussian has $\kappa_4=0$. Here

$$\kappa_4=24(600)[0.8(25)+0.002(4)]=2.88\times10^5\ \mathrm{nm^4},$$

and the excess kurtosis is $\kappa_4/\sigma^4=0.155$, in agreement with the full solution.

A factor $q^4$ in Fourier space is a fourth derivative in real space. To first order in $\kappa_4$, differentiating the Gaussian $G$ gives

$$\frac{C}{G}=1+\frac{\kappa_4}{24\sigma^4}(u^4-6u^2+3),\qquad u=\frac{x}{\sigma}.$$

This predicts a peak 1.9% above the Gaussian one; the full solution gives 2.0%. At 160 nm the estimate is 2.6 times the Gaussian value, and the full solution gives 2.9. The first-order estimate is rougher there because the omitted higher-order terms grow faster with $u$. A good width does not guarantee a good far tail.

**Q.** What if the anneal is so short that most dopants have never paired?

**A.** Then a diffusivity cannot describe the shape of a profile that starts out sharp on the scale of $\lambda_j$. A much broader profile consists mainly of components with $q\lambda_j\ll1$, so a diffusivity still describes it away from the far tails, provided the anneal is long compared with the pair lifetimes $1/r_j$. The expected number of pairings per initially substitutional dopant is approximately $t\sum_jg_j$, here

$$600[40(8\times10^{-5})(10)+125(4\times10^{-5})(0.1)]=19.5.$$

The probability of never pairing is $\exp(-t\sum_jg_j)$, negligible in this example. If the exponent is of order one or less, a substantial unmoved part of the initial profile remains under the broadened part.

**Q.** Implantation damage is neither uniform nor constant. Does that invalidate the result?

**A.** Slow time dependence is harmless while pairs stay rare. Very large supersaturations break that condition: for the model dopant, $s_I=10^4$ gives $p_Is_I=0.8$, and the formula below then overestimates the broadening. Clusters, which implantation damage can also form, remain outside the model. If $s_I$ and $s_V$ are uniform and change slowly compared with $1/r_j$, integrate the variance growth at fixed temperature:

$$\Delta\sigma^2=2D_A^*\left[f_I\int_0^t s_I\,dt'+f_V\int_0^t s_V\,dt'\right].$$

For example, let $s_I=1+(S-1)e^{-t/\tau}$ as excess interstitials disappear. The interstitial part of the broadening is then

$$2D_A^*f_I\left[t+(S-1)\tau(1-e^{-t/\tau})\right].$$

The second term saturates for $t\gg\tau$: the enhancement is transient, but the extra broadening stays.

Spatial variation matters more. The flux is

$$\mathbf J=-\nabla(D_AC_A)=-D_A\nabla C_A-C_A\nabla D_A.$$

The second term moves dopant even when $C_A$ is uniform, towards regions of lower $D_A$. On a closed ring, a stationary flux must be constant. Its integral around the ring is zero because $D_AC_A$ returns to its starting value, so the flux vanishes and $D_AC_A$ is constant.

The numerical ring was 1000 nm long, with $s_I$ varying from 1 to 10 and $s_V=1/s_I$. The dopant concentration was 8.01 times higher at the lowest $s_I$ than at the highest, close to the predicted 8.02. The product $D_AC_A$ varied by 0.16% of its mean. Putting a position-dependent $D_A$ into $\mathbf J=-D_A\nabla C_A$ would instead predict a uniform dopant concentration.

**Q.** You have let each pair dissociate only into the defect that formed it. Could a vacancy not annihilate the interstitial in an AI pair?

**A.** It could, through $AI+V\leftrightarrow A$. Let $w_I$ be the loss rate of an AI pair by this reaction at equilibrium. Away from equilibrium it is $w_Is_V$. The reverse reaction needs no free defect, so its rate per substitutional dopant stays at $w_Ip_I$. The local pair balance is

$$p_I(r_Is_I+w_I)C_A=(r_I+w_Is_V)C_{AI}.$$

Thus $s_I$ in the diffusivity is replaced by

$$s_I^{\rm eff}=\frac{r_Is_I+w_I}{r_I+w_Is_V}
=s_I+\frac{w_I(1-s_Is_V)}{r_I+w_Is_V}.$$

The second form follows by subtracting $s_I$ and combining the fractions. For $AV+I\leftrightarrow A$, interchange I and V. The simple law survives when the cross reactions are negligible or when $s_Is_V=1$, the condition for local equilibrium of $I+V$ recombination.

With $w_I=w_V=100\ \mathrm{s^{-1}}$, $s_I=10$ and $s_V=1$, the effective values are 3.57 and 0.20. The enhancement is $0.8(3.57)+0.2(0.20)=2.90$, whereas the simple law gives 8.2. With $s_V=0.1$ instead, the product is one and the computed enhancement returns to 8.01.

**Q.** If $s_Is_V=1$, raising one defect lowers the other. Can diffusion then be slowed as much as one likes?

**A.** Not if both mechanisms contribute. Put $s_V=1/s_I$:

$$R(s_I)=\frac{D_A}{D_A^*}=f_Is_I+\frac{f_V}{s_I},\qquad
\frac{dR}{ds_I}=f_I-\frac{f_V}{s_I^2}.$$

The derivative vanishes at $s_I=\sqrt{f_V/f_I}$. The second derivative, $2f_V/s_I^3$, is positive, so this is a minimum, with

$$R_{\min}=2\sqrt{f_If_V}.$$

For $f_I=0.8$ it lies at $s_I=0.5$ and equals 0.8. Diffusion can be slowed by at most 20% relative to equilibrium under this constraint. Setting $R=1$ gives $(s_I-1)(f_Is_I-f_V)=0$, so the diffusivity returns to its equilibrium value at $s_I=f_V/f_I=0.25$. Below that, the abundant vacancies more than replace the lost interstitial transport.

**Q.** How would one determine $f_I$ from an anneal?

**A.** Measure $R=D_A/D_A^*$ at known, uniform supersaturations, under conditions where the simple law holds: pairs must be rare, and either the cross reactions are negligible or $s_Is_V=1$. From $R=f_Is_I+(1-f_I)s_V$, subtract $s_V$ and divide:

$$f_I=\frac{R-s_V}{s_I-s_V},\qquad s_I\ne s_V.$$

The two simulated anneals give $(8.0145-0.1)/(10-0.1)=0.799$, against the input 0.8. Applied to the cross-reaction example with $s_I=10$ and $s_V=1$, the same formula would wrongly give $(2.90-1)/(10-1)=0.21$. If $s_I=s_V$, both mechanisms are scaled equally and the measurement cannot separate them. In practice the supersaturations must be found independently: one value of $R$ cannot determine $f_I$, $s_I$ and $s_V$ together. The numerical output below lists the computed values.

## Values computed for the example and the checks

```
AI pair diffusivity: 1000 nm^2/s
AV pair diffusivity: 500 nm^2/s
equilibrium AI/A ratio: 8e-05
equilibrium AV/A ratio: 4e-05
AI dissociation rate: 40 1/s
AV dissociation rate: 125 1/s
AI range lambda_I: 5 nm
AV range lambda_V: 2 nm
interstitial supersaturation s_I: 10
vacancy supersaturation s_V: 0.1
anneal time: 600 s
initial standard deviation: 20 nm
fraction f_I: 0.8
fraction f_V: 0.2
equilibrium D_A*, formula: 0.1 nm^2/s
equilibrium D_A*, converted: 1e-15 cm^2/s
interstitial term f_I s_I: 8
vacancy term f_V s_V: 0.02
enhancement D_A/D_A*, formula: 8.02
D_A, formula: 0.802 nm^2/s
D_A, converted: 8.02e-15 cm^2/s
D_A from full anneal: 0.80132 nm^2/s
D_A* from full anneal: 0.099984 nm^2/s
enhancement from two anneals: 8.0145
f_I recovered from two anneals: 0.79944
final standard deviation, formula: 36.911 nm
final standard deviation, full anneal: 36.9 nm
final standard deviation at s_I=s_V=1: 22.803 nm
mean pairing events per dopant: 19.5
excess kurtosis, full anneal: 0.15502
excess kurtosis, formula: 0.15522
peak / Gaussian peak: 1.0201
tail test position: 160 nm
tail / Gaussian tail: 2.8587
site count: pair-ratio gain for 10x defects: 10.028
short-wave test q: 0.1 1/nm
short-wave rate / local-equilibrium rate: 0.79999
abundant pairs: multiplier of both p*: 1000
abundant pairs: actual enhancement: 4.9793
cross-reaction rates w_I=w_V: 100 1/s
cross reactions, s=(10,0.1): enhancement: 8.0129
cross reactions, s=(10,1): enhancement: 2.8962
simple law at s=(10,1): 8.2
effective s_I at s=(10,1): 3.5714
effective s_V at s=(10,1): 0.2
s_I at minimum, with s_I s_V=1: 0.50001
minimum D_A/D_A*, with s_I s_V=1: 0.79986
s_I where D_A/D_A* returns to one: 0.25
computed D_A/D_A* at that s_I: 0.99979
ring length: 1000 nm
ring: lowest s_I: 1
ring: highest s_I: 10
ring: C_A at lowest s_I / at highest s_I: 8.0105
ring: relative spread of D_A C_A: 0.0015588
```
